# Why Dispersion Binds Layers but Repulsion Resists Their Shear

## Form of the answer

Two rigid, identical, aligned hexagonal lattices face each other at spacing $D$, one displaced laterally by $\mathbf s$. Moving it by a lattice vector changes nothing, so the energy per cell is a Fourier series in $\mathbf s$ over reciprocal vectors $\mathbf G$. The $\mathbf G=0$ term is the average over registries; the others resist or assist sliding.

Dimensional analysis restricts the coefficients. For an attraction $-C_6/r^6$, the pair energy integrated over a plane has the form $-C_6D^{-4}\Phi(GD)$, because $D$ and $1/G$ are the two lengths available. A repulsion $Be^{-\kappa r}$ brings a third length, $1/\kappa$, and has the form $BD^2\Psi(GD,\kappa D)$. Once force balance fixes the relative strength of the two interactions, the comparison depends on two numbers, $GD$ and $\kappa D$.

It is tempting to argue that dispersion cannot control shear because its registry dependence decays as $e^{-GD}$. That is incomplete: the registry dependence of the repulsion also decays exponentially, with an even larger exponent. What matters is how much registry dependence each interaction has relative to its own mean, when force balance ties the two means together.

The model has one atom per cell, lattice constant $a$, cell area $A=\sqrt3a^2/2$, and the pair energy

$$v(r)=-\frac{C_6}{r^6}+Be^{-\kappa r}$$

between atoms in different sheets. It is pairwise, isotropic and undamped. The algebra is in atomic units; numerical values are in eV and Å.

## From pairs to registry

With lower-sheet sites $\mathbf R$, the energy per cell is $E(\mathbf s,D)=\sum_{\mathbf R}v(\sqrt{|\mathbf R+\mathbf s|^2+D^2})$. Its Fourier coefficient is an integral over one cell. Since $e^{i\mathbf G\cdot\mathbf R}=1$, the sum over $\mathbf R$ extends that integral to the whole plane:

$$E=\frac1A\sum_{\mathbf G}\tilde v(G,D)\cos(\mathbf G\cdot\mathbf s),\qquad
\tilde v=\int d^2\rho\,e^{-i\mathbf G\cdot\boldsymbol\rho}\,v\!\left(\sqrt{\rho^2+D^2}\right).$$

The cosine suffices because $\tilde v$ is real and equal for $\pm\mathbf G$.

**Dispersion.** Write $u^{-3}=\frac12\int_0^\infty t^2e^{-tu}dt$ with $u=\rho^2+D^2$. The Gaussian integral over the plane gives $(\pi/t)e^{-G^2/4t}$, so

$$\int d^2\rho\,\frac{e^{-i\mathbf G\cdot\boldsymbol\rho}}{(\rho^2+D^2)^3}
=\frac\pi2\int_0^\infty t\,e^{-tD^2-G^2/4t}\,dt.$$

The integral representation of the modified Bessel function is

$$\int_0^\infty t^{\nu-1}e^{-\alpha t-\beta/t}dt=2(\beta/\alpha)^{\nu/2}K_\nu(2\sqrt{\alpha\beta}).$$

Here $\nu=2$, $\alpha=D^2$ and $\beta=G^2/4$, so

$$\tilde v_d(G)=-\frac{\pi C_6G^2}{4D^2}K_2(GD),\qquad \tilde v_d(0)=-\frac{\pi C_6}{2D^4}.$$

The second result follows from setting $G=0$ before integrating over $t$. The registry fraction is

$$f_d=\frac{\tilde v_d(G)}{\tilde v_d(0)}=\frac{(GD)^2K_2(GD)}2\simeq\sqrt{\frac\pi8}\,(GD)^{3/2}e^{-GD}\quad(GD\gg1).$$

The exponential comes from the least value of $tD^2+G^2/4t$, which is $GD$, at $t=G/2D$.

**Repulsion.** Start from the Yukawa function, $e^{-\kappa r}/r=\int d^3k\,(2\pi)^{-3}\,4\pi e^{i\mathbf k\cdot\mathbf r}/(k^2+\kappa^2)$. Its transform in the plane fixes the in-plane wavevector at $\mathbf G$ and leaves

$$\int\frac{dk_z}{2\pi}\frac{4\pi e^{ik_zD}}{k_z^2+q^2}=\frac{2\pi e^{-qD}}q,\qquad q=\sqrt{\kappa^2+G^2}.$$

Since $e^{-\kappa r}=-\partial_\kappa(e^{-\kappa r}/r)$ and $\partial q/\partial\kappa=\kappa/q$,

$$\tilde v_r(G)=-B\frac\kappa q\frac{\partial}{\partial q}\frac{2\pi e^{-qD}}q
=\frac{2\pi B\kappa(1+qD)e^{-qD}}{q^3}.$$

At $G=0$, $q=\kappa$, and the registry fraction is

$$f_r=\frac{\tilde v_r(G)}{\tilde v_r(0)}=\left(\frac\kappa q\right)^3\frac{1+qD}{1+\kappa D}e^{-(q-\kappa)D}.$$

The absolute exponent is $q>G$, but the relative one is $q-\kappa=G^2/(q+\kappa)<G$. The registry fraction of the repulsion therefore falls with spacing by a slower exponential than that of dispersion. Which fraction is larger at a given spacing also depends on the prefactors.

A real-space picture gives a rough guide. Near the vertical axis, $r^{-6}$ varies as $e^{-3\rho^2/D^2}$, a Gaussian of width $D/\sqrt6$, while $e^{-\kappa r}$ varies as $e^{-\kappa\rho^2/2D}$, of width $\sqrt{D/\kappa}$. Near the axis, the repulsion has the sharper lateral view when $\kappa D>6$. The value at which $f_r$ and $f_d$ change order also depends on $GD$.

## Preferred site and shear stiffness

When $GD$ is large and the repulsion is not too steep, so that $(GD)^2\gg\kappa D$, keep the six shortest nonzero reciprocal vectors, of length $G=4\pi/(\sqrt3a)$. On top, $\mathbf s=0$, their cosines sum to $6$. In the hollow, $\mathbf s=(\mathbf a_1+\mathbf a_2)/3$ with primitive vectors at $60^\circ$, the phases are $\pm2\pi/3$ and $\pm4\pi/3$. Each cosine is $-1/2$ and the sum is $-3$. Hence

$$E_{\rm top}-E_{\rm hollow}=\frac{9\,\tilde v(G)}A .$$

The repulsion has $\tilde v_r(G)>0$ and favours the hollow. Dispersion has $\tilde v_d(G)<0$ and favours the top site, where the nearest pairs are closest.

The stiffness tensor is the second derivative of the energy with respect to $\mathbf s$:

$$k_{ij}=-\frac1A\sum_{\mathbf G}G_iG_j\tilde v(G)\cos(\mathbf G\cdot\mathbf s).$$

Sixfold symmetry gives $\sum G_iG_j=3G^2\delta_{ij}$ over the first shell. With cosine $-1/2$,

$$k=\frac{3G^2}{2A}\left[\tilde v_r(G)+\tilde v_d(G)\right].$$

The direct contribution of the undamped dispersion to the hollow stiffness is therefore negative.

This $k$ is defined at fixed spacing, but relaxing $D$ during an infinitesimal shear does not alter it. The coupling $\partial^2E/\partial\mathbf s\,\partial D$ is an in-plane vector. The hollow has a threefold axis, and no nonzero in-plane vector survives a threefold rotation.

## Force balance links the two means

Let $W$ and $R$ be the positive registry averages of attraction and repulsion:

$$W=\frac{\pi C_6}{2AD^4},\qquad R=\frac{2\pi B}{A\kappa^2}(1+\kappa D)e^{-\kappa D}.$$

Their derivatives are $W'=-4W/D$ and $R'=-\kappa^2DR/(1+\kappa D)$; in the latter, the derivative of the prefactor cancels the $1$ in $1+\kappa D$. If the small registry forces are neglected, equilibrium of $R-W$ requires $R'=W'$, so

$$\frac RW=\frac{4(1+\kappa D)}{(\kappa D)^2}.$$

A steep repulsion can match the force of the attraction with much less energy. This is why dispersion sets the scale of binding.

The stationary point must also be a minimum. From $R'\propto-De^{-\kappa D}$ follows $R''=R'(1/D-\kappa)$, and from $W'\propto-D^{-5}$ follows $W''=-5W'/D$. At balance,

$$R''-W''=R'\left(\frac6D-\kappa\right)=\frac{4W}D\left(\kappa-\frac6D\right).$$

A minimum requires $\kappa D>6$, the condition found for the repulsion to be laterally sharper near the axis. At $\kappa D=6$ the ratio $R/W$ is $28/36$, and it falls as $\kappa D$ grows. Within this mean-force model, every such minimum is therefore bound.

## The criterion for shear

Define $S$ as the magnitude of the dispersion registry term divided by that of the repulsion, so that $S=f_dW/(f_rR)$. With $x=GD$, $y=\kappa D$ and $z=qD=\sqrt{x^2+y^2}$,

$$S=\frac{x^2K_2(x)}2\cdot\frac{z^3(1+y)}{y^3(1+z)}e^{z-y}\cdot\frac{y^2}{4(1+y)}
=\frac{x^2K_2(x)\,z^3e^{z-y}}{8y(1+z)} .$$

The amplitudes $B$ and $C_6$ have dropped out, except through the equilibrium spacing. For large $x$ and $z$,

$$S\simeq\sqrt{\frac\pi2}\,\frac{x^{3/2}z^2}{8y}\,e^{-(x+y-z)}.$$

Since $z$ is the hypotenuse of a right triangle with sides $x$ and $y$, the exponent $x+y-z$ is positive. The controlling exponential is $e^{-(G+\kappa-q)D}$, not $e^{-GD}$ alone. Three limits show its range.

- **Very steep repulsion, $y\gg x^2$.** Then $z-y\simeq x^2/2y\to0$ and $S\simeq yx^2K_2(x)/8$. For large $x$ this decays as $e^{-GD}$, so the simple argument is recovered, with a prefactor that grows with $\kappa D$. Higher harmonics of the repulsion are then also large, so $S$ compares first harmonics and not complete energy profiles.
- **Very fine lattice, $x\gg y^2$.** Now $x+y-z\simeq y$, and the exponential is $e^{-\kappa D}$. At fixed $y$ the power of $x$ in front eventually wins, so refining the lattice without limit does not keep $S$ small.
- **Small $GD$.** Here $x^2K_2(x)\to2$ and $z\to y$, so $S\to y^2/[4(1+y)]=W/R$, which exceeds one at a bound minimum. A slowly varying harmonic samples the mean interactions, and dispersion dominates it. Many harmonics then contribute, so this limit does not by itself give the preferred site.

Where the first shell dominates, the claim that repulsion controls shear thus requires $S$ well below one. At fixed $\kappa D$, $S$ exceeds one at small $GD$ and grows again at very large $GD$, so a large $GD$ does not replace evaluating $S$.

## How large the effects are

Take round model parameters: $a=2.5$ Å, $C_6=20$ eV Å$^6$, $B=2000$ eV and $\kappa=3.6$ Å$^{-1}$. They give $G=2.902$ Å$^{-1}$ and $q=4.624$ Å$^{-1}$. Minimizing the explicit lattice sum in the hollow gives $D=3.194$ Å (6.04 bohr), hence $GD=9.27$ and $\kappa D=11.5$.

The binding energy per cell is

$$0.05541-0.02116=0.03425\ \text{eV}\quad(1.26\times10^{-3}\ \text{hartree}).$$

Repulsion cancels 38% of the attraction. On the top site, with its own relaxed spacing, the binding energy is 0.03146 eV, 8% less than in the hollow. Registry is a modest correction to binding.

The registry fractions are $f_d=2.02\times10^{-3}$ and $f_r=2.26\times10^{-2}$. The first-shell hollow energies are $-W(1-3f_d)$ and $R(1-3f_r)$, so the means are

$$W\simeq\frac{0.05541}{0.9939}=0.0557\ \text{eV},\qquad R\simeq\frac{0.02116}{0.932}=0.0227\ \text{eV}.$$

The top-minus-hollow energies follow as $-9f_dW\simeq-1.01\times10^{-3}$ eV and $9f_rR\simeq4.62\times10^{-3}$ eV, in agreement with the lattice sums. Repulsion has the smaller mean by a factor of about 2.5, but a registry fraction 11 times larger. It wins the registry contest by a factor of about 4.6.

The stiffness per cell shows the same division:

$$k=(6.34-1.40)\times10^{-3}=4.94\times10^{-3}\ \text{eV Å}^{-2}\quad(5.08\times10^{-5}\ \text{hartree bohr}^{-2}).$$

Dispersion cancels 22% of the repulsive stiffness, which is not negligible. The first-shell formula gives $5.06\times10^{-3}$ eV Å$^{-2}$, 2.4% above the full sum. The next shell has length $\sqrt3G$ and cosine $+1$ in the hollow, so its repulsive part lowers the stiffness. It cancels from the top-minus-hollow energy, since its cosines are also $+1$ on top. A small finite shear with relaxed spacing gives $4.93\times10^{-3}$ eV Å$^{-2}$, consistent with the symmetry argument.

Balance of the mean forces alone puts the spacing at 3.237 Å, 1.3% above the hollow value. There $(G+\kappa-q)D=1.878\times3.237=6.08$, and the exponential is $2.3\times10^{-3}$. Yet $S=0.225$: the factor multiplying the exponential is about 100. An estimate that keeps the exponential and drops the prefactor would be badly wrong.

The mean-force spacing does not depend on $a$ when the pair parameters are fixed, because both means scale as $1/A$. This shows the effect of lattice coarseness at one common spacing:

| $a$ (Å) | $GD$ | $S$ | lattice sum |
|---|---|---|---|
| 2.5 | 9.39 | 0.225 | 0.225 |
| 3.5 | 6.71 | 0.374 | 0.372 |
| 5.0 | 4.70 | 0.651 | 0.620 |

The last column is the ratio of the complete top-minus-hollow energies. It departs from $S$ on the coarsest lattice, where higher shells matter more. Nor should $S$ be read as the ratio of stiffnesses there, because higher shells enter the two quantities with different weights. The second shell, for example, cancels from the top-minus-hollow energy but not from the stiffness. At this common spacing the two registry parts are comparable on the coarsest lattice. The two coarser rows are not equilibrium results, however. Take the coarsest. With $x=4.70$, $y=11.65$ and $z=12.56$, the formula for $f_r$ gives about 0.34, so $3f_r\approx1$ and the registry forces neglected in the mean-force balance are no longer small. Already at $a=3.5$ Å, $3f_r\approx0.37$. The hollow spacing of a coarse lattice must be found by minimizing the full sum, and the two registry parts compared there. Doing so gives spacings of 3.19, 2.98 and 2.23 Å for the three rows and ratios of 0.22, 0.30 and 0.22, so the steady rise in the table does not carry over to the relaxed hollow.

## Pulling the sheets apart

Up to constants, the dispersion registry term varies as $x^{-2}K_2(x)$, whose derivative is $-x^{-2}K_3(x)$. For the repulsion, differentiate $(1+qD)e^{-qD}$. The logarithmic decay rates with spacing are

$$\lambda_d=G\frac{K_3(GD)}{K_2(GD)}\simeq G+\frac5{2D},\qquad
\lambda_r=\frac{q^2D}{1+qD}\simeq q-\frac1D .$$

At equilibrium, lattice sums give 3.74 and 4.33 Å$^{-1}$. The repulsive registry term decays faster, so dispersion catches up as the sheets separate. In the example the two top-minus-hollow energies cancel at $D=5.02$ Å. Beyond the crossing, dispersion favours the top site.

At the crossing each part is about $1.5\times10^{-6}$ eV per cell, some 3000 times smaller than the repulsive part at equilibrium. The reversal is real within the model, but its energy scale is tiny, and effects left out here could easily exceed it.

## What changing the dispersion strength does

"Does dispersion set the shear stiffness?" has different answers at fixed and at relaxed spacing.

At fixed $D$, the response to $C_6$ is $\partial\ln k/\partial\ln C_6=k_d/k=-0.284$, where $k_d$ is the dispersion part. A 1% stronger attraction lowers the stiffness by about 0.28%. Removing the attraction altogether while external pressure holds the spacing would raise $k$ from 4.94 to $6.34\times10^{-3}$ eV Å$^{-2}$, although the sheets would no longer bind.

At relaxed spacing, differentiate $\partial E/\partial D=0$ with respect to $\ln C_6$. Since the dispersion energy $E_d$ is proportional to $C_6$,

$$\frac{dD}{d\ln C_6}=-\frac{\partial E_d/\partial D}{\partial^2E/\partial D^2}\simeq-\frac1{\kappa-6/D}.$$

The last form uses the mean forces, for which $\partial E_d/\partial D=4W/D$ and the curvature is the one found above. At 3.237 Å it gives $-0.57$ Å; the full calculation gives $-0.600$ Å. The shift grows without bound as $\kappa D\to6$, where the minimum disappears.

The stiffness then responds as

$$\frac{d\ln k}{d\ln C_6}=\frac{k_d}k+\frac{\partial\ln k}{\partial D}\frac{dD}{d\ln C_6}
=-0.284+(-4.464)(-0.6004)\simeq2.40 .$$

A 1% stronger attraction now raises the stiffness by about 2.4%. Dispersion acts as a clamp: it presses the sheets together, and the repulsion, sampled at shorter distance, resists sliding more strongly.

For the binding energy $E_b=-E$, the change in $D$ drops out to first order because $\partial E/\partial D=0$. Hence $d\ln E_b/d\ln C_6=E_d/E=0.05541/0.03425=1.62$. In relative terms, the relaxed stiffness is more sensitive to $C_6$ than the binding energy is.

## Consequences for practice

**Compare methods at two spacings.** When two dispersion treatments give different shear stiffnesses, evaluate both at one common spacing, then each at its own minimum. The first comparison shows the direct registry effect, the second adds the clamping effect. In the undamped example they have opposite signs; with a damped attraction the direct effect can have either sign.

**Get the spacing right first.** With $\partial\ln k/\partial D=-4.46$ Å$^{-1}$, a spacing too large by 0.05 Å lowers the stiffness by about 20%. A good binding energy does not guarantee a good stiffness.

**Fit parameters to what they control.** Registry energies at fixed spacing mainly constrain the repulsion when $S$ is small. Binding and spacing constrain the balance of both terms. Adjusting $C_6$ to repair a shear stiffness moves the spacing and the binding energy as well.

**Use smeared dispersion with care.** Replacing the attraction by its registry average changes the hollow dispersion energy by about $3f_d=0.6\%$. At the same spacing, it raises the stiffness by 28%. For the undamped attraction the approximation suits binding far better than shear; with damping, the size and sign of the stiffness error depend on the damping function.

For flat sheets with several identical atoms per cell, all in one plane, each harmonic of both interactions acquires the same geometric factor, and both means the same multiplicity. If that factor is nonzero for the first harmonic, the ratio $S$ at mean-force balance is unchanged, though the preferred registry may differ. In a buckled sheet the pairs have different vertical separations, and the sums must be redone.

Damping changes the short-range attraction and hence its transform, and can reverse its sign. With $-C_6/(r^6+R^6)$ and $R$ of 3.0 or 3.6 Å in the same model, $k_d/k$ at the relaxed spacing is small and positive (0.02 and 0.05) instead of $-0.284$, while the relaxed response to $C_6$ stays positive. Anisotropic repulsion, electrostatics, many-body dispersion and flexible sheets can also change the registry energy. With any of these present, the division into mean and registry parts remains useful, but the sizes and signs must be recomputed. The numerical output below gives the main values of the undamped model.

## Values computed for the example and the checks

```
lattice constant a = 2.50 angstrom
C6 = 20.0 eV angstrom^6
B = 2000 eV
kappa = 3.60 1/angstrom
cell area = 5.4127 angstrom^2
G = 2.9021 1/angstrom
q = 4.6241 1/angstrom
q - kappa = 1.0241 1/angstrom
G + kappa - q = 1.8780 1/angstrom
equilibrium spacing, hollow = 3.1944 angstrom
  the same = 6.0365 bohr
G D = 9.270, kappa D = 11.500
dispersion energy, hollow = -0.05541 eV per cell
repulsion energy, hollow = 0.02116 eV per cell
binding energy, hollow = 0.03425 eV per cell
  the same = 1.2585e-03 hartree per cell
binding energy, top, relaxed = 0.03146 eV per cell
registry/mean, dispersion = 2.018e-03
registry/mean, repulsion = 2.260e-02
top-hollow, dispersion = -1.013e-03 eV per cell
top-hollow, repulsion = 4.617e-03 eV per cell
top-hollow, total = 3.604e-03 eV per cell
stiffness, dispersion = -1.402e-03 eV/angstrom^2 per cell
stiffness, repulsion = 6.341e-03 eV/angstrom^2 per cell
stiffness, total = 4.938e-03 eV/angstrom^2 per cell
  the same = 5.082e-05 hartree/bohr^2
stiffness, first shell = 5.057e-03 eV/angstrom^2 per cell
stiffness, D relaxed = 4.930e-03 eV/angstrom^2 per cell
|dispersion/repulsion| in stiffness = 0.221
registry decay rate, dispersion = 3.742 1/angstrom
registry decay rate, repulsion = 4.332 1/angstrom
spacing from mean forces = 3.2369 angstrom
mean repulsion/attraction there = 0.3727
a = 2.5 angstrom: G D = 9.39, S = 0.225, lattice sum 0.225
a = 3.5 angstrom: G D = 6.71, S = 0.374, lattice sum 0.372
a = 5.0 angstrom: G D = 4.70, S = 0.651, lattice sum 0.620
registry crossover spacing = 5.019 angstrom
repulsion top-hollow there = 1.53e-06 eV
d ln(binding)/d ln C6, D relaxed = 1.618
d ln(stiffness)/d ln C6, D fixed = -0.284
d ln(stiffness)/d ln C6, D relaxed = 2.397
dD/d ln C6 = -0.6004 angstrom
d ln(stiffness)/dD = -4.464 1/angstrom
```
